# Exchange torque and chiral-wall speed in antiferromagnetically coupled racetracks, part 2

A racetrack along $x$ has a lower (1) and an upper (2) ferromagnetic layer, magnetized along the normal $z$ and coupled antiferromagnetically. How fast does a current drive the pair of walls at a domain boundary, compared with the lower layer alone? Units are SI.

Each layer has thickness $t$, exchange stiffness $A$, anisotropy $K$, damping $\alpha$, magnetization $M_i$, gyromagnetic ratio $\gamma_i$ and areal angular momentum $s_i=M_it/\gamma_i$. Compensation means $s_1=s_2=s$. The coupling per area is $J>0$. The Dzyaloshinskii–Moriya interaction (DMI), $d=Dt$, and the spin torque $b=\hbar\theta_{\rm SH}j/(2e_0)$ act on the lower layer alone; $j$ is the current density in the heavy metal below, $\theta_{\rm SH}$ the spin Hall angle and $e_0$ the elementary charge.

The magnetization has polar angle $\theta_i$ and azimuth $\varphi_i$, with $\varphi_1=\psi_1$, $\varphi_2=\pi+\psi_2$, $\chi=\psi_1-\psi_2$. The $\psi_i$ are rotations from the preferred Néel directions. The walls share the centre $q$ and width $\Delta$ (at rest $\Delta_0=\sqrt{A/K}$): $\theta_1=2\arctan e^{u}$, $u=(x-q)/\Delta$, $\theta_2=\pi-\theta_1$. The energy per unit track width is

$$
E=\frac{4At}{\Delta}+4Kt\Delta-\pi d\cos\psi_1+2\Delta J(1-\cos\chi).
$$

One component of the full equation of motion in each layer (upper layer: $b=0$) is

$$
s\sin\theta\,\dot\varphi=\frac{\delta E}{\delta\theta}+\alpha s\dot\theta+b\cos\varphi .\tag{2}
$$

For the walls,

$$
2s_1\dot q=\frac{\partial E}{\partial\psi_1}+2\alpha s_1\Delta\dot\psi_1 ,\tag{3}
$$

$$
2s_2\dot q=-\frac{\partial E}{\partial\psi_2}-2\alpha s_2\Delta\dot\psi_2 ,\tag{4}
$$

$$
2(s_1\dot\psi_1-s_2\dot\psi_2)=\pi b\cos\psi_1-\frac{2\alpha(s_1+s_2)}{\Delta}\dot q .\tag{5}
$$

In steady motion at speed $v$, the exchange torque is

$$
2s_2v=2\Delta J\sin\chi,\tag{7}
$$

and

$$
\frac1{v^2}=\left[\frac{2\alpha(s_1+s_2)}{\pi\Delta b}\right]^2+\left[\frac{2(s_1-s_2)}{\pi d}\right]^2\tag{10}
$$

holds if

$$
s_2v\le\Delta J .\tag{11}
$$

At compensation $\psi_1=0$ and

$$
v=\frac{\pi\Delta b}{4\alpha s}=\frac{v_1}{2}.\tag{12}
$$

The lower layer alone obeys

$$
\frac1{v^2}=\frac1{v_1^2}+\frac1{v_D^2},\qquad \tan\psi_1=\frac{v_1}{v_D},
$$

with $v_1=\pi\Delta b/(2\alpha s_1)$ and $v_D=\pi d/(2s_1)$. A ferromagnetically coupled pair with $s_1=s_2$ moves at half this speed, if the coupling can supply the torque.

### (f) When is the pair faster than the lower layer alone, and which $s_2$ is best?

**Solution.** The upper layer removes rotation but adds friction. Keep $s_1$, $\alpha$, $\Delta$, $b$ and $d$ fixed and add a layer with $s_2=s_1$. The pair moves at $v_1/2$, so it is faster if

$$
\frac4{v_1^2}<\frac1{v_1^2}+\frac1{v_D^2}\quad\Longleftrightarrow\quad v_1>\sqrt3\,v_D .
$$

Since $v_1/v_D=\Delta b/(\alpha d)$, this is the condition

$$
b>\frac{\sqrt3\,\alpha d}{\Delta}.\tag{13}
$$

Below this threshold the single wall has not rotated enough for the cure to repay its cost, and the second layer slows the motion. At the threshold the single wall has rotated by $\arctan\sqrt3=60^\circ$ and has lost half its driving force, which equals the factor lost to the doubled friction.

For the best $s_2$ at fixed $s_1$, write $S=s_1+s_2$ and $N=s_1-s_2$. Maximum speed means the minimum of

$$
f=\left(\frac{\alpha S}{\Delta b}\right)^2+\left(\frac Nd\right)^2 .
$$

As $s_2$ varies, $dS/ds_2=1$ and $dN/ds_2=-1$. Setting the derivative to zero gives

$$
\frac{\alpha^2S}{\Delta^2b^2}=\frac N{d^2}\quad\Longrightarrow\quad
\frac{s_1-s_2}{s_1+s_2}=\left(\frac{\alpha d}{\Delta b}\right)^2=\left(\frac{v_D}{v_1}\right)^2 .\tag{14}
$$

The second derivative of $f$ is a sum of positive terms, so this is the minimum. The right side of (14) is positive, so the fastest pair lies below compensation: the last bit of angular momentum added to the upper layer costs more in friction than it saves in rotation. At the fixed width assumed here, and as long as (11) holds, the optimum moves towards $s_2=s_1$ as the current grows. If $v_1\le v_D$, no positive $s_2$ satisfies (14), and any added layer reduces the speed.

The result depends on what is held fixed. If $s_1+s_2$ is kept constant while the balance between the layers changes, the friction bracket is constant and the maximum lies at $s_1=s_2$.

### (g) How does the compensated state fail as the current grows, and what does its canting do to the wall width?

**Solution.** Insert (12) into $\sin\chi=sv/(\Delta J)$. The width and the angular momentum cancel:

$$
\sin\chi=\frac{\pi b}{4\alpha J}.\tag{15}
$$

For $b>4\alpha J/\pi$ this has no solution. The coupling cannot transfer angular momentum fast enough, and no steady motion exists.

Below the limit (15) has two solutions, with $\cos\chi$ positive or negative, and stability decides between them. At $s_1=s_2=s$ the difference of (3) and (4) gives

$$
\dot\psi_1+\dot\psi_2=-g\sin\psi_1,\qquad g=\frac{\pi d}{2\alpha s\Delta}.
$$

With $\psi_2=\psi_1-\chi$ this becomes $2\dot\psi_1=\dot\chi-g\sin\psi_1$. The sum of (3) and (4) gives

$$
4s\dot q=\pi d\sin\psi_1+4\Delta J\sin\chi+2\alpha s\Delta\dot\chi .
$$

Inserting this $\dot q$ into (5), where $s_1\dot\psi_1-s_2\dot\psi_2=s\dot\chi$, yields

$$
2s(1+\alpha^2)\dot\chi=\pi b\cos\psi_1-4\alpha J\sin\chi-\frac{\alpha\pi d}{\Delta}\sin\psi_1 .
$$

Let $\eta$ be a small deviation of $\chi$ from its steady value $\chi_0$, and let $\psi_1$ be small. To first order

$$
\dot\eta=-p\eta-r\psi_1,\qquad \dot\psi_1=-\tfrac12p\eta-\tfrac12(r+g)\psi_1,
$$

$$
p=\frac{2\alpha J\cos\chi_0}{s(1+\alpha^2)},\qquad r=\frac{\alpha\pi d}{2s\Delta(1+\alpha^2)} .
$$

The matrix of this system has trace $-p-\tfrac12(r+g)$ and determinant $\tfrac12p(r+g)-\tfrac12pr=\tfrac12pg$. For $\cos\chi_0>0$ the trace is negative and the determinant positive, so deviations decay. For $\cos\chi_0<0$ the determinant is negative and one deviation grows. The stable state is the one with $|\chi|<90^\circ$.

Equations (3) to (5) were also integrated in time from rest, with the parameters of part (h). At 0.9 of the limiting current the pair settled at the speed (12). At 1.2 times the limit, $\chi$ ran through more than a full turn within 3 ns: the angle between the two walls no longer settles.

The canting also narrows the walls. To find the width in steady motion, multiply (2) by $\partial\theta/\partial\Delta$, which is an odd function of $u$, and integrate. The left side vanishes because $\dot\varphi=0$. The damping and spin-torque terms are even functions times an odd one, and vanish too. What remains, summed over the layers, is $\partial E/\partial\Delta=0$:

$$
-\frac{4At}{\Delta^2}+4Kt+2J(1-\cos\chi)=0
\quad\Longrightarrow\quad
\Delta=\frac{\Delta_0}{\sqrt{1+J(1-\cos\chi)/(2Kt)}} .\tag{16}
$$

At compensation $\chi$ follows from (15) without reference to $\Delta$, so the speed (12) falls in proportion to the width. The growth with current is then slower than linear, and just below the coupling limit, where $\chi$ rises steeply, (16) makes the speed pass a maximum and fall slightly.

### (h) Evaluate the theory for a cobalt–nickel pair on platinum.

**Solution.** The values are rough but typical for Co/Ni layers on platinum coupled through ruthenium: $A=10$ pJ/m, $K=0.40$ MJ/m³, $M=600$ kA/m and $t=0.8$ nm in each layer, $D=0.50$ mJ/m², $J=0.50$ mJ/m², $\alpha=0.10$ and $\theta_{\rm SH}=0.10$. The current density is $0.80\times10^{12}$ A/m². With the free-electron gyromagnetic ratio,

$$
\Delta_0=\sqrt{\frac{1.0\times10^{-11}}{4.0\times10^5}}=5.0\ \text{nm},\qquad s_1=\frac{Mt}{\gamma}=2.73\times10^{-15}\ \text{J s/m}^2,
$$

and $b=26.3$ µJ/m². With $d=Dt=4.0\times10^{-13}$ J/m,

$$
v_D=\frac{\pi(4.0\times10^{-13})}{2(2.726\times10^{-15})}=230\ \text{m/s},\quad
v_1=\frac{\pi(5.0\times10^{-9})(26.33\times10^{-6})}{2(0.10)(2.726\times10^{-15})}=759\ \text{m/s}.
$$

The single layer reaches $(759^{-2}+230^{-2})^{-1/2}\simeq220$ m/s, with its wall rotated by $73^\circ$. The compensated pair reaches $759/2=379$ m/s at fixed width, with no rotation of the lower wall.

These predictions were compared with a direct integration of the full equation of motion for both layers. It used 1.5 nm cells and started from the rest profile, with no wall shape imposed afterwards. This mesh lowers the speeds by about 1%: with fourth-order differences on 1.25 nm cells the single layer and the compensated pair at the high current move at 221 and 367 m/s instead of 219 and 363 m/s. Speeds are in m/s, and "low" means $0.25\times10^{12}$ A/m².

| Case | Formula | Full integration |
|---|---|---|
| single layer | 220 | 219 |
| single layer, low | 165 | 163 |
| compensated pair | 379 | 363 |
| compensated pair, low | 118 | 117 |
| pair, $s_2=0.6\,s_1$ | 366 | 361 |
| ferromagnetic pair | 110 | 109 |

At the high current the compensated pair is 1.65 times as fast as the single layer. At the low current it is slower, as (13) requires: the threshold is $0.42\times10^{12}$ A/m² at fixed width, and the contraction (16) raises it by about 1%. In the full integration the lower wall of the compensated pair rotates by $0.1^\circ$, and the upper wall cants by $-24.4^\circ$, the value given by (15).

The angular-momentum budget shows the mechanism. At 363 m/s the lower wall needs $2s_1v=1.98$ pJ/m. The DMI can supply at most $\pi d=1.26$ pJ/m. The exchange torque evaluated from the computed magnetization is also 1.98 pJ/m, so it carries the whole requirement.

The largest discrepancy in the table, 4.5% relative to the full integration, belongs to the fast compensated pair. Equation (16) accounts for most of it. With $\chi=24.4^\circ$,

$$
\frac{J(1-\cos\chi)}{2Kt}=\frac{(0.50\times10^{-3})(0.089)}{2(4.0\times10^5)(0.8\times10^{-9})}=0.070,
$$

so the speed becomes $379/\sqrt{1.070}=367$ m/s. This is about 1% above the tabulated value, and the remainder is the mesh error noted above: the finer discretization also gives 367 m/s. The width ratio between the high and low currents is 0.970 by the formula and 0.968 in the full integration. The centres of the two walls lie 0.18 nm apart, a small fraction of the width, which supports the assumption of a common centre.

From (14), the best ratio at fixed $s_1$ is $s_2/s_1=0.83$, with a fixed-width speed of 396 m/s, 4.5% above the value at compensation. The maximum is broad: even at $s_2/s_1=0.6$ the full integration gives nearly the speed of the compensated pair. Precise compensation is thus not needed for most of the gain at this current.

The steady state at compensation is lost above $1.93\times10^{12}$ A/m². The speed there would be 917 m/s at fixed width and 687 m/s with the contracted wall, so the width correction is no longer small near the limit.

### (i) How far can these numbers be carried over to a device?

**Solution.** Speeds of several hundred metres per second have been reported for coupled tracks of this kind at current densities of one to a few times $10^{12}$ A/m², as a rough figure, and the result is of that order. The spin Hall angle and the damping are rough inputs. The compensated speed at fixed width is proportional to $\theta_{\rm SH}/\alpha$, so an error of 20% in this ratio moves it by 20%. Real walls are also pinned by defects and start to move at a finite current. The model has no such threshold and overestimates the speed at low current by an amount not computed here.

Other neglected effects can be sized at the high current:

- **Heating.** Take 6 nm of metal with a resistivity of 30 µΩ cm, a 5 ns pulse, and one-dimensional heat flow into an oxide-like substrate (1.4 W/(m K), 1.6 MJ/(m³ K)). The temperature rises by about 60 K if the heat capacity of the metal film is neglected, and by about 54 K if it is included (2.8 MJ/(m³ K)). This changes $M$, $K$ and $J$, and if the layers respond differently it shifts the compensation point.
- **Thermal canting.** At 300 K, for a 200 nm wide track whose wall cants uniformly across its width, equipartition gives an rms fluctuation of $\chi$ of about $4^\circ$. Fluctuations that vary along the wall add to this. Summed over all modes in the harmonic approximation, the local rms value is nearly $20^\circ$, comparable with the steady $24^\circ$. The calculated canting is therefore to be read as an approximate average along the wall. The fluctuations reduce the mean of $\sin\chi$, so the average canting must be somewhat larger to carry the same torque.
- **Wall magnetostatics.** The magnetic charges of one Néel wall, taken alone, have an energy of about 5% of $\pi d$, and they oppose the DMI. The stray field of the domains in one layer also acts on the wall in the other. For a spacer of 0.6 to 1.0 nm it is about 45 mT at the wall centre, with an energy of about 15% of $\pi d$. It favours the preferred direction of the lower wall and opposes that of the upper wall by the same amount. The opposite charges of the two walls attract each other, which lowers the energy by about 8% of $\pi d$. The model leaves these terms out.
- **Field of the current.** It is about 3 mT, against an effective DMI field $D/(M\Delta)$ of 167 mT.
- **Current in the magnetic layers.** It exerts a spin-transfer torque that the model leaves out. If these layers carry the same current density with a spin polarization of 0.5, the adiabatic part of this torque changes the single-layer speed by about 35 m/s, up or down according to its sign, and the speed of the compensated pair by about 3 m/s. The ratio of the two speeds shifts accordingly.

The field-like spin torque and the tilt of the wall line across a wide track have not been sized.

For design, a second antiparallel layer with nearly equal angular momentum raises the speed once the current exceeds the threshold (13). In the model, which has no thermal fluctuations, the motion is steady as long as the current stays below the coupling limit, $b<4\alpha J/\pi$ at compensation. For the pair of part (h) the heating estimate above, which grows as $j^2$, gives a temperature rise of 310 to 360 K at that limit, so heating is likely to set the practical bound first. Between the threshold and the coupling limit a larger $J$ does not raise the fixed-width speed. It reduces the canting and extends the range of current over which the walls move steadily. Less canting also means less contraction by (16), so the actual speed does rise: a fourfold $J$ gains about 3% at $0.8\times10^{12}$ A/m² and about 10% at $1.5\times10^{12}$ A/m². These statements assume that the DMI and the spin torque act on the lower layer alone; with either present in the upper layer the fixed-width speed itself depends in general on $J$. The main computed values are in the numerical output.

## Computed results

```
INPUTS (rough typical values)
exchange stiffness 10.0 pJ/m; anisotropy 0.40 MJ/m3
magnetization 600 kA/m; layer thickness 0.8 nm
DMI 0.50 mJ/m2 (lower layer); coupling J 0.50 mJ/m2
damping 0.10; spin Hall angle 0.10
high current 0.80, low current 0.25 (1e12 A/m2)
DERIVED
wall width at rest 5.00 nm
angular momentum s1 2.726 fJ s/m2
spin torque b, high current 26.33 uJ/m2
spin torque b, low current 8.23 uJ/m2
single-layer ceiling vD 230.5 m/s
single-layer speed without rotation, high current 758.6 m/s
SPEED (m/s) AND LOWER-WALL ROTATION (deg): formula | micromagnetic
single layer, high j: v 220.5 | 219.2; psi1 73.1 | 72.4
single layer, low j: v 165.3 | 162.7; psi1 45.8 | 45.1
balanced AF pair, high j: v 379.3 | 362.8; psi1 0.0 | 0.1
balanced AF pair, low j: v 118.5 | 116.9; psi1 0.0 | 0.0
AF pair s2=0.6 s1, high j: v 366.1 | 360.6; psi1 39.4 | 38.7
ferro-coupled pair, high j: v 110.3 | 109.3; psi1 73.1 | 72.4
BALANCED PAIR, HIGH CURRENT
speed gain over single layer, micromagnetic 1.65
upper-wall canting psi2: formula -24.4 deg, micromagnetic -24.4 deg
exchange torque, micromagnetic 1.976 pJ/m
needed 2 s1 v, micromagnetic v 1.978 pJ/m
largest DMI torque pi d 1.257 pJ/m
width, high/low current: formula 0.970, micromagnetic 0.968
speed with contracted wall 366.7 m/s
THRESHOLD, OPTIMUM, LIMIT
pair beats single layer above 0.421 x 1e12 A/m2
best s2/s1 at high current 0.831; speed 396.4 m/s
steady state lost above 1.93 x 1e12 A/m2
fixed-width speed at that limit 917 m/s
same with contracted wall 687 m/s
NEGLECTED EFFECTS, HIGH CURRENT
wall separation between layers 0.18 nm
magnetostatic wall energy / DMI wall energy 0.049
field of the current 3.0 mT; DMI field 167 mT
heating inputs: metal 6 nm, 30 uOhm cm, pulse 5 ns
substrate: 1.4 W/(m K), 1.6 MJ/(m3 K)
Joule temperature rise 61 K
thermal canting at 300 K, track 200 nm: 3.9 deg rms
```
